# Why a fast Auger electron slows an earlier photoelectron

**Q:** I ionize the sulfur 2p shell of a free molecule just above threshold. A slow photoelectron leaves first, and a fast Auger electron follows when the hole decays. I am told that the photoelectron loses energy when it is overtaken, because the ionic charge it feels jumps from one to two. How can an electron that has already gone past slow another one down?

**A:** Take first the average over Auger directions, assumed isotropic. The Auger electron is then an expanding spherical shell of charge $-1$. I treat the photoelectron as a spherical shell too, the ion as a point at rest, and use Hartree atomic units.

Before the decay the ion has charge 1 and the photoelectron's potential energy is $-1/r$. Let $E_p$ be the kinetic energy it would have far away if nothing else happened, so that $v^2/2-1/r=E_p$. The decay leaves an ion of charge 2, but while the Auger shell is inside the photoelectron's radius, the enclosed charge is still $2-1=1$. The decay itself therefore changes nothing for the photoelectron.

At the radius $R$ the Auger shell passes. A spherical shell exerts no force on a charge inside it, so the photoelectron now feels the full charge 2. Its kinetic energy is continuous there:

$$\frac{v^2}{2}\Big|_R=E_p+\frac1R .$$

From here it must climb out of the potential $-2/r$, which costs $2/R$ instead of $1/R$. Its final energy is

$$E_p+\frac1R-\frac2R=E_p-\frac1R .$$

What jumps is the force, not the speed. The slowing comes afterwards, on the way out.

**Q:** Where does the lost energy go?

**A:** To the Auger electron. Let $E_A$ be its nominal energy, that of the decay with no other electron present. Total energy just after a decay at photoelectron radius $R_d$ reads

$$\left(\frac{v_p^2}{2}-\frac{2}{R_d}\right)+\left(\frac{v_A^2}{2}-\frac{2}{r_A}\right)+\frac1{R_d}=E_p+E_A .$$

The last term on the left is the repulsion of the two shells. Since $v_p^2/2-1/R_d=E_p$, what remains is $v_A^2/2-2/r_A=E_A$. This holds until overtaking, because the photoelectron shell exerts no force on a charge inside it. At $R$ the Auger electron has kinetic energy $E_A+2/R$. Outside, the photoelectron screens one ionic charge, so the remaining climb costs only $1/R$. It ends with $E_A+1/R$, which balances the account.

**Q:** My experiment does not measure $R$. Can you express the loss by quantities I know?

**A:** Assume now that both kinetic energies are large compared with the Coulomb energies at the distances concerned, so that the speeds $v_p$ and $v_A$ are nearly constant. Count time from photoionization, with decay at $t_d$. Overtaking requires $v_A>v_p$ and happens when

$$v_pt=v_A(t-t_d)\quad\Rightarrow\quad t=\frac{v_At_d}{v_A-v_p},\qquad R=v_pt=\frac{v_pv_At_d}{v_A-v_p}.$$

Inverting $R$ gives

$$\frac1R=\frac{1}{t_d}\left(\frac1{v_p}-\frac1{v_A}\right).$$

A slow photoelectron and an early decay make the loss large, since both keep the overtaking close to the ion.

For your case take rough inputs: light of 6.7 nm (185.05 eV), a 2p binding energy of 170 eV, an Auger energy of 140 eV and a hole width $\Gamma=0.06$ eV. The photoelectron has 15.05 eV. The speeds are 1.052 and 3.208 atomic units, or 2.30 and 7.02 nm/fs, and the mean lifetime $1/\Gamma$ is 10.97 fs. For a decay after one lifetime,

$$t=\frac{3.208}{3.208-1.052}\times10.97\ \text{fs}\approx16.3\ \text{fs},\qquad R\approx2.30\times16.3\ \text{nm}\approx37.5\ \text{nm}.$$

The bracket is $1/1.052-1/3.208=0.639$, and the loss is $0.639\times60\ \text{meV}=38.3$ meV. Integrating the shell motion with its Coulomb forces gives overtaking at 37.95 nm and a loss of 37.9 meV. The kinetic energy is 15.089 eV at overtaking and 15.013 eV at the end.

**Q:** But in one event the Auger electron is a particle, not a shell. It may even leave in the opposite direction. Does the photoelectron then escape the loss?

**A:** No. To see why, follow one pair. With $\tau=t-t_d$, the photoelectron's potential energy after the decay is

$$V(\mathbf r,t)=-\frac2r+\frac1{|\mathbf r-\mathbf v_A\tau|}.$$

At $\tau=0$ it equals $-1/r$, so it joins the earlier potential continuously. For the energy $E=v^2/2+V$, Newton's law $\dot{\mathbf v}=-\nabla V$ gives

$$\frac{dE}{dt}=\mathbf v\cdot\dot{\mathbf v}+\mathbf v\cdot\nabla V+\frac{\partial V}{\partial t}=\frac{\partial V}{\partial t}=\frac{\mathbf v_A\cdot\boldsymbol\rho}{\rho^3},\qquad \boldsymbol\rho=\mathbf r-\mathbf v_A\tau .$$

The last form follows from $\partial\rho^2/\partial t=-2\,\mathbf v_A\cdot\boldsymbol\rho$ at fixed $\mathbf r$. On straight paths $\boldsymbol\rho=\mathbf a+\mathbf u\tau$, with $\mathbf a=\mathbf v_pt_d$ and $\mathbf u=\mathbf v_p-\mathbf v_A$.

Let $\alpha$ be the angle between $\mathbf a$ and $\mathbf u$. The component of $\boldsymbol\rho$ along $\mathbf u$ is $s=a\cos\alpha+u\tau$, and the transverse component is the constant $b=a\sin\alpha$. With $d\tau=ds/u$, the two integrals needed are

$$I_\parallel=\frac1u\int\frac{s\,ds}{(s^2+b^2)^{3/2}}=\frac1u\left[-\frac1\rho\right]_{\rho=a}^{\infty}=\frac1{ua},$$

$$I_\perp=\frac bu\int\frac{ds}{(s^2+b^2)^{3/2}}=\frac1{ub}\left[\frac s\rho\right]_{s=a\cos\alpha}^{\infty}=\frac{1-\cos\alpha}{ua\sin\alpha}.$$

Because $\mathbf v_A=\mathbf v_p-\mathbf u$ and $\mathbf v_p$ is parallel to $\mathbf a$, the components of $\mathbf v_A$ are $v_p\cos\alpha-u$ and $v_p\sin\alpha$. Hence

$$\Delta E=\frac{v_p\cos\alpha-u+v_p(1-\cos\alpha)}{ua}=\frac{v_p-u}{ua}=-\frac1{t_d}\left(\frac1{v_p}-\frac1u\right),$$

where the last step uses $a=v_pt_d$. I write the loss as

$$\varepsilon=\frac{\xi}{t_d},\qquad \xi=\frac1{v_p}-\frac1{|\mathbf v_p-\mathbf v_A|}.$$

This is the leading order for nearly straight paths. It excludes a head-on approach from behind, where the electrons would meet.

For backward emission $u=v_p+v_A$ has its largest value, and so has the loss. No passing occurs: the Auger electron simply carries its repulsion away and leaves the photoelectron to the doubly charged ion. Overtaking is a picture for the directional average; in each single event it is the changing repulsion from the Auger electron that alters the photoelectron's energy.

**Q:** Then does the average over directions return your shell result?

**A:** It does. Let $\theta$ be the angle between the two velocities. From $u^2=v_p^2+v_A^2-2v_pv_A\cos\theta$ we have $u\,du=-v_pv_A\,d(\cos\theta)$, so

$$\left\langle\frac1u\right\rangle=\frac12\int_{-1}^{1}\frac{d(\cos\theta)}u=\frac1{2v_pv_A}\int_{|v_A-v_p|}^{v_A+v_p}du=\frac{1}{\max(v_p,v_A)}.$$

For $v_A>v_p$ the mean loss is $(1/v_p-1/v_A)/t_d=1/R$, as before.

I tested the law with Newton's equations for both electrons around a fixed charge 2, including their full repulsion. The Auger electron started one bohr from the centre, one lifetime after ionization.

| Angle $\theta$ | Loss, trajectory (meV) | Loss, formula (meV) |
|---|---|---|
| 45° | 33.3 | 33.7 |
| 90° | 38.9 | 39.3 |
| 135° | 41.7 | 42.1 |
| 180° | 42.5 | 43.0 |

The largest deviation is 1.2 % of the formula value. For a decay after ten lifetimes it falls to 0.2 %, as it should if the neglected Coulomb bending and acceleration weaken with distance. An isotropic mean estimated from trajectories in five directions is 37.9 meV, in agreement with the shell motion. Rare close collisions near the forward direction, which these five miss, lower it by less than 1 %.

**Q:** Is the photoelectron slowed in every direction, then?

**A:** In your case, yes, apart from a narrow cone around the forward direction. In the leading-order law a loss requires $u>v_p$. Squaring and cancelling $v_p^2$ gives $v_A^2>2v_pv_A\cos\theta$, or

$$\cos\theta<\frac{v_A}{2v_p}.$$

If $v_A>2v_p$, every angle satisfies this, and your speed ratio is about 3. The law assumes nearly straight paths, however. For a decay after one lifetime, an Auger electron within about 2° of the photoelectron's direction comes so close from behind that it repels the photoelectron strongly and gives it energy. Well under 0.1 % of isotropic directions lie in that cone.

An Auger electron that is only a little faster than the photoelectron can give it energy at much larger angles too. The rate $\mathbf v_A\cdot\boldsymbol\rho/\rho^3$ is positive while the photoelectron is ahead, which means that it is being pushed from behind. For a 35 eV photoelectron, a 60 eV Auger electron at 20° and a decay time of 4500 atomic units, the trajectory gives $\varepsilon t_d=-0.615$, a gain. The formula gives the same to three digits.

If the Auger electron is slower than the photoelectron, the average of $\xi$ is $1/v_p-1/v_p=0$. Gains in some directions cancel losses in others. Trajectories with 35 eV and 10 eV electrons, at the same decay time, give a mean $\varepsilon t_d$ that is zero to four decimals.

**Q:** Holes do not all decay after one lifetime. Where will I find the photoelectron line?

**A:** That needs amplitudes, because different decay times can lead to the same final energies and therefore interfere. I assume light with a bandwidth well below $\Gamma$, which fixes the total energy of the two electrons, and electrons distinguishable by their energies.

First find the phase that depends on the decay time. After the decay, the potential differs from $-1/r$ by $W=-1/r+1/\rho$. Along straight paths up to a late time $T$ the extra phase is

$$-\int_{t_d}^{T}W\,dt=\int_{t_d}^{T}\frac{dt}{v_pt}-\int_0^{T-t_d}\frac{d\tau}{\rho}.$$

The first integral is $(1/v_p)\ln(T/t_d)$. The second is

$$\frac1u\Big[\ln(s+\rho)\Big]\simeq\frac1u\ln\frac{2uT}{v_pt_d(1+\cos\alpha)}.$$

Collecting the terms with $t_d$ gives $-(1/v_p-1/u)\ln t_d=-\xi\ln t_d$. All else is independent of $t_d$.

The amplitude of the surviving hole is $e^{-\Gamma t/2}$. An Auger electron with energy $E_A+\varepsilon$ contributes $e^{i\varepsilon t}$ from a decay at $t$. Summing over decay times,

$$A(\varepsilon)=\sqrt{\frac{\Gamma}{2\pi}}\int_0^\infty dt\;e^{-\Gamma t/2+i\varepsilon t-i\xi\ln t}.$$

The phase is stationary where $\varepsilon-\xi/t=0$, which is the classical loss.

The integral is Euler's: $\int_0^\infty t^{-i\xi}e^{-zt}dt=\mathcal G(1-i\xi)\,z^{-1+i\xi}$, where $\mathcal G$ is the gamma function and $z=\Gamma/2-i\varepsilon$. Write $z=|z|e^{-i\varphi}$ with $\varphi=\arctan(2\varepsilon/\Gamma)$. The real part of $(-1+i\xi)(\ln|z|-i\varphi)$ is $-\ln|z|+\xi\varphi$, so $|z^{-1+i\xi}|^2=e^{2\xi\varphi}/|z|^2$. The reflection formula gives $|\mathcal G(1-i\xi)|^2=\pi\xi/\sinh\pi\xi$. Therefore

$$P(\varepsilon)=\frac{\Gamma}{2\pi}\,\frac{1}{\varepsilon^2+\Gamma^2/4}\,\frac{\pi\xi}{\sinh\pi\xi}\,e^{2\xi\arctan(2\varepsilon/\Gamma)} .$$

For $\xi\to0$ this is the Lorentzian of the hole. To find the peak, set the logarithmic derivative to zero:

$$\frac{-2\varepsilon+\xi\Gamma}{\varepsilon^2+\Gamma^2/4}=0\quad\Rightarrow\quad\varepsilon_{\text{peak}}=\frac{\xi\Gamma}2 .$$

With the mean $\xi$ of your case, this is $0.639\times60/2=19.2$ meV toward lower photoelectron energy. Averaging the lines over directions, with $\xi$ running from 0.49 to 0.72, moves the peak only to 19.1 meV.

**Q:** Could I have obtained that from the exponential decay law alone?

**A:** The peak, yes; the shape, no. Classically a loss below $\varepsilon$ means a decay later than $\xi/\varepsilon$, which has probability $e^{-\Gamma\xi/\varepsilon}$. The density $(\Gamma\xi/\varepsilon^2)e^{-\Gamma\xi/\varepsilon}$ also peaks at $\Gamma\xi/2$, but it allows no gain.

For the quantum line, substitute $\varepsilon=(\Gamma/2)\tan\varphi$. Then $P\,d\varepsilon=(\xi/\sinh\pi\xi)\,e^{2\xi\varphi}d\varphi$, and integrating from $-\pi/2$ gives the probability of a loss below $\varepsilon$:

$$F(\varepsilon)=\frac{e^{2\xi\varphi}-e^{-\pi\xi}}{2\sinh\pi\xi}.$$

At $\varepsilon=0$ this is $1/(1+e^{\pi\xi})$, about 12 % for $\xi=0.639$. That part of the line lies on the gain side, where the classical density is zero. Setting $F=1/2$ gives $e^{2\xi\varphi}=\cosh\pi\xi$ and a median loss of 51 meV, far above the peak because of the long tail from early decays.

The classical law returns for large $\xi$. Then $F\simeq e^{-2\xi\arctan(\Gamma/2\varepsilon)}$, which becomes $e^{-\Gamma\xi/\varepsilon}$ for $\varepsilon\gg\Gamma$. At $\xi=20$ and $\varepsilon=20\Gamma$ the two probabilities are 0.3680 and 0.3679.

The far tail is the least reliable part, since early decays bring the exchange close to the ion. By the classical law with straight paths, which is only a rough guide so near the ion, losses above a tenth of the photoelectron energy, 1.5 eV, make up about $38.3/1505\approx2.5$ % of the decays.

**Q:** The wavelength 6.7 nm is considered for lithography. Would this matter in a resist film, and what about today's 13.5 nm?

**A:** The free molecule is the favourable case. Even there a light fragment may fly off the ion after the decay, but a 5 eV proton moves at only 1.35 % of the photoelectron's speed. In a film the main broken assumption is free flight. Take a rough inelastic path of 2 nm, far below the 38 nm needed for overtaking after one lifetime. Overtaking within a path $L$ requires $t_d<L\xi$, with probability $1-e^{-\Gamma L\xi}$, here about 5 %. For most decays the photoelectron would thus be likely to scatter first. Dielectric screening with a rough permittivity of 2.5 would also cut the peak loss from 19.2 to about 7.7 meV, if a single constant may describe the film's response. The first estimate means that the free-flight law cannot simply be carried over to a film. An electron that scatters early may stay close to the ion, where losing the screening costs more, so the size of the exchange there would need a transport calculation.

At 13.5 nm (91.84 eV), consider an iodine 4d hole with a rough binding energy of 57 eV and an Auger energy of 30 eV. The photoelectron has 34.8 eV and is the faster of the two, at 1.600 against 1.485 atomic units. At constant speeds the shell does not catch it, and the directional mean of the loss is zero at leading order. Only a decay within about half an atomic unit of time, when the Auger electron is still the faster one a few bohr from the ion, leads to overtaking. Backward Auger emission still gives a loss, with $\xi=0.30$. For parallel emission the formula gives $-8.0$, but the relative speed is then so small that Coulomb forces shift this value even at ordinary decay times: trajectories give $\varepsilon t_d\approx-6.5$ for a decay at 3.6 fs and $-7.4$ at 11 fs. The speeds are also close enough for the order to depend on the rough inputs: an Auger line above 34.8 eV would restore a mean loss at leading order. A zero mean of $\xi$ does not leave the line unshifted, however. Here $\xi$ is positive in about 73 % of directions, and the few large negative values near the forward direction only feed a broad gain tail. Averaging $P(\varepsilon)$ over directions puts the peak at a loss of about $0.05\,\Gamma$, against $0.32\,\Gamma$ for sulfur. With a 36 eV Auger electron the peak is at about $0.06\,\Gamma$, so the line changes smoothly as the speeds cross.

## Calculated quantities

```
S 2p example (rough inputs), free molecule
wavelength 6.7 nm, photon energy 185.05 eV
binding 170.0 eV, Auger energy 140.0 eV, width 0.06 eV
photoelectron energy 15.05 eV
speeds: photo 1.052 au, Auger 3.208 au
speeds: photo 2.30 nm/fs, Auger 7.02 nm/fs
mean hole lifetime 10.97 fs
mean xi 0.6390 (dimensionless in au)
Decay at one lifetime, shell simulation:
  overtaking radius 37.95 nm, time 16.36 fs
  kinetic energy at overtaking 15.0890 eV
  final kinetic energy 15.0131 eV
  photoelectron loss 37.94 meV
  Auger gain 37.94 meV
  loss by straight-path formula 38.34 meV
  mean loss of pair trajectories 37.91 meV
Angle between electrons: trajectory loss, formula loss
  45 deg: 33.34 meV, 33.73 meV
  90 deg: 38.87 meV, 39.27 meV
  135 deg: 41.70 meV, 42.12 meV
  180 deg: 42.52 meV, 42.96 meV
largest formula error, one lifetime 1.18 %
largest formula error, ten lifetimes 0.18 %
line peak: loss 19.17 meV
line median: loss 51.40 meV
peak averaged over directions 19.11 meV
xi range: 0.487 (0 deg) to 0.716 (180)
Tests of the sign (loss times decay time, au):
  35 eV photo, 10 eV Auger, directional mean -0.0000
  35 eV photo, 60 eV Auger at 20 deg -0.6152
  same by formula -0.6146
classical limit, xi=20: P(loss<20 widths) 0.3680
  classical value 0.3679
Neglected effects:
  decays with loss above 10 % of energy 2.52 %
  speed ratio, 5.0 eV proton to photoelectron 0.0135
  film: rough inelastic path 2.0 nm, permittivity 2.5
  film: overtaken within that path 5.19 %
  film: peak loss if screened 7.67 meV
I 4d contrast (rough inputs), 13.5 nm light
  photon 91.84 eV, binding 57.0 eV, Auger 30.0 eV
  photoelectron 34.84 eV
  speeds: photo 1.600 au, Auger 1.485 au
  directional mean of xi 0.0000
  xi at 180 deg 0.301, at 0 deg -8.047
```
